# Strain amplification in a suspended germanium bridge

## The problem

A germanium film on silicon is under equal tensile strain $e_0=0.2\ \%$ along both in-plane directions. A bridge is cut from it with one narrow section in the middle and a wide pad on each side. The narrow section has length $L_n=10\ \mu\mathrm m$. The two pads are equal and have total length $L_w=90\ \mu\mathrm m$, so each is $45\ \mu\mathrm m$ long. The width ratio is $r=w_n/w_w=0.1$. The material beneath the bridge is then etched away, while the outer ends of the pads stay attached to the chip and do not move.

1. Find the axial strain in the narrow section and in the pads after release.
2. Find how far the junctions between narrow and wide sections move, and the stress in each section.
3. Take $w_n=1\ \mu\mathrm m$ and $w_w=10\ \mu\mathrm m$. Estimate how much the finite widths change the answer to question 1.

All strains are measured from unstressed germanium, not from the film as it was before release. Tensile strain is positive. Lengths and widths are those drawn on the strained film before the etch.

## Hints

**Hint 1.** The ends are fixed, so the total length of the bridge cannot change. Write the length of each section after release in terms of its unstressed length.

**Hint 2.** No external force acts on the bridge between its ends. What does this say about the axial force in the two sections?

**Hint 3.** Before release the film is stressed in two directions. After release the long edges are free. Decide which stress survives before writing the force as a modulus times a strain.

**Hint 4.** For question 3, consider how the force spreads out when it passes from a strip $1\ \mu\mathrm m$ wide into one $10\ \mu\mathrm m$ wide. Does this make the bridge stiffer or more compliant than two uniform strips joined end to end?

## Solution

### The length condition

Let $e_n$ and $e_w$ be the axial strains in the narrow and wide sections after release. Each section is treated as uniformly strained, which requires it to be long compared with its width.

A section of drawn length $L_i$ was already stretched by the factor $1+e_0$ when it was drawn. Its unstressed length is therefore $L_i/(1+e_0)$. After release its strain is $e_i$, and its length is

$$
\ell_i=\frac{L_i}{1+e_0}(1+e_i).
$$

The fixed ends require $\ell_n+\ell_w=L_n+L_w$. Multiplying this condition by $1+e_0$ gives

$$
L_n(1+e_n)+L_w(1+e_w)=(1+e_0)(L_n+L_w).
$$

The term $L_n+L_w$ appears on both sides and cancels, leaving

$$
L_ne_n+L_we_w=e_0(L_n+L_w). \tag{1}
$$

The mean axial strain, weighted by drawn length, is thus the same before and after release. No small-strain approximation was made in reaching (1). The etch creates no additional mean strain; it lets the strain move from one part of the bridge to another.

### The force condition

For a film along the cube axes with a free top surface, Hooke's law for the in-plane directions reads

$$
e_x=\frac{\sigma_x-\nu\sigma_y}{E},\qquad
e_y=\frac{\sigma_y-\nu\sigma_x}{E},
$$

where $x$ runs along the bridge, $E$ is Young's modulus and $\nu$ is Poisson's ratio. Before release $e_x=e_y=e_0$, so the two stresses are equal and

$$
\sigma_x=\sigma_y=\frac{E e_0}{1-\nu}.
$$

After release the long edges carry no force. In a long section $\sigma_y$ then vanishes, and Hooke's law gives

$$
\sigma_x=Ee_x,\qquad e_y=-\nu e_x .
$$

The section contracts sideways, and its axial stress is related to its axial strain by $E$ alone. The biaxial stress of the original film does not belong in the force balance of the released bridge. The initial transverse strain has no further influence on the axial strains in this slender-bridge model.

Let $t$ be the film thickness, the same in both sections. A cut through either section must carry the same axial force, because nothing pulls on the bridge between the cuts:

$$
E e_n w_n t=E e_w w_w t .
$$

Here stress is force per unstressed area. The drawn widths exceed the unstressed widths by the common factor $1+e_0$, which cancels, and a common factor in the thickness cancels likewise. Dividing by $E w_w t$ gives

$$
e_w=\frac{w_n}{w_w}e_n=r e_n. \tag{2}
$$

The modulus has dropped out because both sections have the same composition and crystal direction and obey the same linear law.

### The strains

Inserting (2) into (1) gives

$$
L_ne_n+rL_we_n=e_0(L_n+L_w).
$$

Taking out the common factor $e_n$ and dividing by $L_n+rL_w$,

$$
e_n=e_0\,\frac{L_n+L_w}{L_n+rL_w},\qquad
e_w=r e_n. \tag{3}
$$

For the given bridge the denominator is $10+0.1\times90=19\ \mu\mathrm m$. Hence

$$
e_n=0.2\ \%\times\frac{100}{19}=1.05\ \%,
\qquad
e_w=0.1\times1.05\ \%=0.105\ \%.
$$

The narrow section has gained strain by a factor of $5.26$, while the pads have lost almost half of theirs. The weighted sum confirms the bookkeeping: $10\times1.053\ \%+90\times0.1053\ \%$ equals $100\times0.2\ \%$ to the digits kept.

### What limits the amplification

Let $A=e_n/e_0$ and let $f=L_n/(L_n+L_w)$ be the narrow fraction of the total length. Dividing numerator and denominator of (3) by the total length gives

$$
\frac1A=f+r(1-f)=f+r-fr. \tag{4}
$$

Three limits show what this means.

- If $r=1$, then $A=1$. A uniform bridge keeps its axial strain. Its stress still falls, from $Ee_0/(1-\nu)$ to $Ee_0$, because the transverse tension is lost.
- If $r\to0$ at fixed lengths, then $A\to1/f$. The pads become so stiff that they relax completely and hand all their extension to the narrow section.
- If $L_w\to\infty$ at fixed $L_n$ and $r$, then $f\to0$ and $A\to1/r$. The pads are now so long that they keep the strain $e_0$, and force balance alone fixes the narrow strain.

Here $f=r=0.1$, so both ceilings happen to equal $10$. The actual bridge has $1/A=0.1+0.1-0.01=0.19$, well short of either. Equation (4) is symmetric in $f$ and $r$: within this model, a given reduction of the width ratio helps as much as the same reduction of the length fraction when the two start equal.

The limit $r\to0$ cannot be pursued indefinitely by widening the pads. Once a pad is no longer long compared with its width, its strain is not uniform and (2) no longer describes it.

The same two conditions also treat a width $w(x)$ that changes slowly along the bridge. Force balance makes $e(x)w(x)$ constant, and the fixed total length requires $\int_0^L e\,dx=e_0L$, with $L=L_n+L_w$. Eliminating the constant gives

$$
e(x)=\frac{e_0L}{w(x)\displaystyle\int_0^L\frac{dx'}{w(x')}} .
$$

For two constant widths the integral is $L_n/w_n+L_w/w_w$, and setting $w(x)=w_n$ returns (3).

### Junction movement

The narrow section changes length by

$$
\ell_n-L_n=L_n\frac{1+e_n}{1+e_0}-L_n
=L_n\frac{e_n-e_0}{1+e_0}.
$$

With the numbers inserted,

$$
\ell_n-L_n=10\ \mu\mathrm m\times
\frac{0.010526-0.002}{1.002}=85.1\ \mathrm{nm}.
$$

The pads together shorten by the same amount. By symmetry each shortens by $42.5\ \mathrm{nm}$, so each junction moves outward by that distance. In this model of uniform strips the pads remain in tension: they shorten because they relax, not because they are compressed.

### Stresses

The strains did not require a modulus, but the stresses do. Take the bridge along a cube axis, with rough elastic constants for germanium $C_{11}=130$, $C_{12}=50$ and $C_{44}=67\ \mathrm{GPa}$. For uniaxial stress both transverse stresses vanish. With equal transverse strains $e_\perp$ this means

$$
C_{12}e_x+(C_{11}+C_{12})e_\perp=0,
\qquad
e_\perp=-\frac{C_{12}}{C_{11}+C_{12}}e_x .
$$

The axial stress is $\sigma_x=C_{11}e_x+2C_{12}e_\perp$, and therefore

$$
E=C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}}
=130-\frac{5000}{180}=102\ \mathrm{GPa}.
$$

The narrow section carries $102.2\ \mathrm{GPa}\times0.01053=1.08\ \mathrm{GPa}$, and the pads carry one tenth of this, $0.108\ \mathrm{GPa}$. For comparison, $\nu=50/180=0.278$, so the film before release had the biaxial stress $102\times0.002/(1-0.278)=0.283\ \mathrm{GPa}$.

These are mean stresses over a cross-section. The stress is higher at the inward corners of the junctions, so the value $1.08\ \mathrm{GPa}$ should not by itself be used to decide whether the bridge will break.

### Finite widths

The model of two uniform strips ignores what happens where they meet. Just inside a pad, the force is still concentrated near the centre line and the outer corners carry little of it. The pad therefore stretches more than a uniformly loaded strip would. This extra compliance takes up some of the available extension and lowers $e_n$.

To find the size of the effect, the plane-stress equations were solved by the finite-element method for a quarter of the symmetric bridge. The calculation starts from the full biaxial strain, frees the long edges and holds the outer ends at their original positions in both directions. It uses the elastic constants above, abrupt junctions and four-node rectangular elements that become smaller towards the inward corners at the junctions and, along the bridge, towards the outer ends. The lengths and $r$ are held fixed while all widths are reduced together:

| $w_n$ ($\mu$m) | Strain at bridge centre (%) |
|---:|---:|
| 1.000 | 0.961 |
| 0.500 | 1.004 |
| 0.250 | 1.028 |
| 0.125 | 1.040 |

Equation (3) gives $1.053\ \%$ for every row. The shortfalls, in percentage points of strain, are $0.092$, $0.048$, $0.025$ and $0.013$: they nearly halve each time the width is halved. This is the behaviour expected of disturbances confined to regions whose size is set by the widths, since their share of a fixed total length is proportional to width. Extrapolating the reciprocal strain linearly to zero width from the last two rows gives $1.053\ \%$, in agreement with (3).

For the bridge with $w_n=1\ \mu\mathrm m$, a finer mesh gives $0.960\ \%$. The answer to question 3 is thus a reduction of about $9\ \%$ relative to the ideal strain.

Two effects of opposite sign make up this reduction. If the outer ends are fixed along the bridge but left free to contract sideways, the centre strain is $0.951\ \%$ instead of $0.961\ \%$ on the same mesh. Holding the ends sideways therefore raises the narrow strain slightly. The reason lies in Hooke's law: the hold creates transverse tension near the ends, and the term $-\nu\sigma_y/E$ reduces the axial strain there. The pads then take up less extension and leave more for the narrow section.

The case with sideways-free ends isolates the junctions. Their extra extension can be written as $\delta e_n$, where $\delta$ is an equivalent extra length of narrow strip. Adding it to (1) gives

$$
(L_n+\delta+rL_w)e_n=e_0(L_n+L_w),
$$

and hence

$$
\delta=\frac{0.2\ \%\times100\ \mu\mathrm m}{0.951\ \%}
-19\ \mu\mathrm m\approx2\ \mu\mathrm m .
$$

Each of the two junctions thus acts like about $1\ \mu\mathrm m$ of additional narrow strip, which is one narrow width for this geometry.

### Elastic softening

At a strain of $1\ \%$ Hooke's law need not be accurate. To see what a small departure would do, replace $\sigma=Ee$ by the trial law $\sigma=Ee(1-3e)$. The coefficient $3$ is an arbitrary trial value, chosen to show how a nonlinear law enters; neither its size nor its sign is that of germanium. Force balance becomes

$$
r e_n(1-3e_n)=e_w(1-3e_w),
$$

while (1) is unchanged. Solving the pair numerically gives $e_n=1.07\ \%$, about $1.4\ \%$ above the linear result in relative terms. The narrow section, being more strained, softens more than the pads. It pulls on them less strongly, so they relax further. For germanium stretched along a cube axis, measured third-order elastic constants give instead a slight stiffening, a coefficient of roughly $-0.3$ to $-0.6$ in this law, which lowers $e_n$ by only $0.1$ to $0.3\ \%$ in relative terms.

### Comparison with real bridges

A tensile strain of roughly $0.2\ \%$ is typical of germanium grown on silicon and cooled to room temperature, and micrometre widths with lengths of tens of micrometres are realistic for suspended photonic structures. For a device with the lengths and width ratio chosen here, the ideal $1.05\ \%$ is a first estimate, and allowing for the finite widths lowers it to about $0.96\ \%$. Rounded or tapered junctions would change this correction. An etch that works inward from the long edges must advance $5\ \mu\mathrm m$ to free a pad $10\ \mu\mathrm m$ wide, and it can advance a similar distance beneath the supposed fixed ends. This raises the narrow strain; the first variation estimates part of the effect.

## Variation 1: the etch reaches beyond the ends

*The etch frees a further $5\ \mu\mathrm m$ of film beyond each outer end. Estimate the new narrow strain.*

As a simple estimate, treat the freed film as an extension of the pad with the same width. The total pad length becomes $90+2\times5=100\ \mu\mathrm m$, and (3) gives

$$
e_n=0.2\ \%\times\frac{10+100}{10+0.1\times100}
=0.2\ \%\times\frac{110}{20}=1.10\ \%.
$$

This is $4.5\ \%$ above the original ideal value in relative terms. The sign follows from differentiating (3) with respect to pad length:

$$
\frac{\partial e_n}{\partial L_w}
=e_0\frac{(L_n+rL_w)-r(L_n+L_w)}{(L_n+rL_w)^2}
=e_0\frac{(1-r)L_n}{(L_n+rL_w)^2}.
$$

It is positive for $r<1$: a longer pad brings more stored extension than it retains. This estimate counts only the added pad length. In a real device the etch also frees film on either side of the pad's end. That film pulls back from its free edge and draws the end of the pad outward, which raises the narrow strain further. The full rise can therefore be considerably larger than $4.5\ \%$.

## Variation 2: the bridge is warmed

*The original bridge is warmed by $\Delta T=50\ \mathrm K$. Find the narrow strain if (a) the whole chip warms, and (b) the bridge alone warms uniformly while the chip stays cool. Use the rough expansion coefficients $\alpha_{\rm Ge}=5.9\times10^{-6}\ \mathrm K^{-1}$ and $\alpha_{\rm Si}=2.6\times10^{-6}\ \mathrm K^{-1}$.*

Strain is now measured from unstressed germanium at the new temperature. Warming lengthens the unstressed germanium by the factor $1+\alpha_{\rm Ge}\Delta T$. In case (a) the distance between the ends follows the silicon and grows by $1+\alpha_{\rm Si}\Delta T$. The mean strain available to the bridge becomes

$$
e_0'=\frac{(1+e_0)(1+\alpha_{\rm Si}\Delta T)}
{1+\alpha_{\rm Ge}\Delta T}-1
\approx e_0-(\alpha_{\rm Ge}-\alpha_{\rm Si})\Delta T,
$$

where products of small quantities have been dropped. Numerically,

$$
e_0'=0.002-3.3\times10^{-6}\times50=0.001835 .
$$

The amplification depends on geometry alone in the linear model, so it is still $5.26$, and $e_n=5.26\times0.1835\ \%=0.966\ \%$.

In case (b) the ends do not move apart, and the silicon term is absent:

$$
e_0'=0.002-5.9\times10^{-6}\times50=0.001705,
\qquad e_n=0.897\ \% .
$$

The relative losses are about $8\ \%$ and $15\ \%$. They equal the relative losses of the starting strain, because (3) is proportional to it. In absolute terms, however, the narrow section loses $5.26$ times as much strain as the uniform film would. For this bridge, a $50\ \mathrm K$ rise of the whole chip matters about as much as the finite widths found above.
